# Electron Energy Losses and Large Time Steps in Plasma Fluid Models

**Q:** I model an atmospheric-pressure plasma used to treat surfaces. With short time steps the mean electron energy settles near 3 eV. With a step of 0.5 ns it swings up and down and then turns negative, even in a region with no gradients. Is the plasma itself unstable there?

**A:** Look first at the energy balance without any time steps. Let $n$ be the electron density, $\varepsilon$ the mean electron energy and $w=n\varepsilon$ the energy density. In a uniform plasma, transport carries as much energy into any region as out of it, so

$$\frac{dw}{dt}=n\,[H-L(\varepsilon)],$$

where $H$ is the heating per electron and $L$ the collisional loss per electron. I hold $H$ fixed. This describes a fixed field if the electron mobility does not depend on energy. I also hold $n$ fixed for now, so that dividing by $n$ gives $d\varepsilon/dt=H-L(\varepsilon)$.

At the steady energy $\varepsilon_*$ we have $L(\varepsilon_*)=H$. Put $\varepsilon=\varepsilon_*+\delta$ with small $\delta$ and expand $L$ to first order:

$$\frac{d\delta}{dt}=-\nu\delta,\qquad \nu=L'(\varepsilon_*).$$

If the loss rises with energy, $\nu>0$ and every small deviation decays as $e^{-\nu t}$. In this model the plasma is stable, so a growing oscillation must come from the time stepping.

**Q:** How fast is that decay?

**A:** That needs a loss function. Take one excitation process with threshold $U$ and cross section $\sigma_0(1-U/E)$ for electron energies $E>U$. Assume a Maxwellian distribution with temperature $T=2\varepsilon/3$, with all energies in eV. The normalized energy distribution is $2\pi^{-1/2}T^{-3/2}\sqrt E\,e^{-E/T}$ and the speed is $\sqrt{2eE/m}$, with $m$ the electron mass. The rate coefficient is therefore

$$k=\sigma_0\sqrt{\frac{2e}{m}}\,\frac{2}{\sqrt\pi\,T^{3/2}}\int_U^\infty (E-U)\,e^{-E/T}dE .$$

Substituting $x=E-U$ turns the integral into $e^{-U/T}\int_0^\infty x\,e^{-x/T}dx=T^2e^{-U/T}$, so

$$k=\sigma_0\bar v\,e^{-U/T},\qquad \bar v=\sqrt{\frac{8eT}{\pi m}},\qquad L=NUk,$$

with $N$ the gas density. Because $\bar v\propto\sqrt T$, we have $\ln L=\text{const}+\tfrac12\ln T-U/T$. Since $T\propto\varepsilon$, the logarithmic slope is

$$p=\frac{d\ln L}{d\ln\varepsilon}=\frac12+\frac UT,\qquad \nu=\frac{pH}{\varepsilon_*}.$$

Now take 760 Torr, 300 K, $U=10$ eV, $\sigma_0=10^{-16}$ cm² and $\varepsilon_*=3$ eV, hence $T=2$ eV. The excitation frequency is 1.560 per ns and each event costs 10 eV, so $H=L=15.60$ eV/ns. The slope is $p=0.5+10/2=5.5$, and

$$\nu=\frac{5.5\times15.60}{3}=28.6\ \text{ns}^{-1}.$$

The relaxation time is 0.035 ns. Your step spans $\nu\Delta t=14.3$ relaxation times.

**Q:** My code evaluates the loss from the mean energy of the previous step. Why should that matter, if the plasma pulls the energy back anyway?

**A:** Your update is

$$\varepsilon'=\varepsilon+\Delta t\,[H-L(\varepsilon)],$$

with a prime on $\varepsilon$ marking the new value. Insert $\varepsilon=\varepsilon_*+\delta$ and use $L\approx H+\nu\delta$:

$$\delta'=(1-\nu\Delta t)\,\delta .$$

In the real plasma the excess loss shrinks as the energy comes down. In your update the excess loss found at the start acts undiminished through the whole step. If $\nu\Delta t>1$, it removes more than the whole excess and the error changes sign. If $\nu\Delta t>2$, the new error is larger than the old one, and the next correction is larger still. The restoring effect that stabilizes the plasma thus drives the numerical oscillation, because it is applied for too long. Decay requires

$$\Delta t<\frac2\nu=0.0699\ \text{ns}.$$

Iterating the full nonlinear update from an initial error of $10^{-6}$ eV puts the boundary between decay and growth at the same 0.0699 ns.

Your 0.5 ns is 7.15 times this limit, and the error factor is $1-14.30=-13.30$. Starting at 3.03 eV, the computed energies are 3.03, 2.593, 7.083 and $-199.1$ eV. The first change agrees with the linear estimate: $-13.3\times0.03=-0.40$ eV, which would give 2.60 eV. The last change is nonlinear. At 7.083 eV the loss is far above the heating, and half a nanosecond of it removes about 206 eV net from an electron that has 7 eV.

**Q:** The negative value seems to be the real trouble. Could I multiply the old loss frequency by the new energy density, so that the loss can never remove more than there is?

**A:** That cures the sign, but not the oscillation. The loss term becomes $w'L(\varepsilon)/\varepsilon$. At constant density,

$$\varepsilon'=\frac{\varepsilon+\Delta t\,H}{1+a(\varepsilon)},\qquad a(\varepsilon)=\frac{\Delta t\,L(\varepsilon)}{\varepsilon}.$$

Numerator and denominator are positive, so $\varepsilon'>0$. To find the error factor, differentiate at $\varepsilon_*$, writing $a_*=\Delta tH/\varepsilon_*=\nu\Delta t/p$. The numerator there equals $\varepsilon_*(1+a_*)$, hence

$$\frac{d\varepsilon'}{d\varepsilon}=\frac1{1+a_*}-\frac{\varepsilon_*(1+a_*)\,a'(\varepsilon_*)}{(1+a_*)^2}=\frac{1-\varepsilon_*a'(\varepsilon_*)}{1+a_*}.$$

Here $a'$ is the derivative of $a$. From its definition, $\varepsilon_*a'(\varepsilon_*)=\Delta t\,(L'-L/\varepsilon_*)=\nu\Delta t-a_*$. Therefore

$$\frac{d\varepsilon'}{d\varepsilon}=\frac{1+a_*-\nu\Delta t}{1+a_*}=1-\frac{\nu\Delta t}{1+\nu\Delta t/p}.$$

For very large steps this tends to $1-p$. Stability requires the last fraction to be below 2, that is,

$$\nu\Delta t\left(1-\frac2p\right)<2 .$$

For $p\le2$ the left side is never positive and every step is stable. For $p>2$ there is a limit again:

$$\Delta t<\frac{2}{\nu(1-2/p)}=\frac{2}{28.6\times0.636}=0.110\ \text{ns}.$$

You gain a factor of 1.57 and no more.

**Q:** So what matters is how steep the loss is?

**A:** For this scheme, yes. The new energy density accounts for one power of $\varepsilon$ in the loss. The remaining $p-1$ powers sit in the frequency, which is still taken at the old energy. A threshold process is steep when $T\ll U$, because the few electrons above threshold multiply quickly as $T$ rises.

The role of the exponent can be isolated by replacing the loss with a pure power law, $L\propto\varepsilon^q$, at $\nu\Delta t=1000$. In iterations from an error of $10^{-6}$ eV, the error did not grow for $q=1$ and 1.5, and grew for $q=2.5$ and 4.

**Q:** If the energy stays positive and bounded, could I live with the oscillation and average it out?

**A:** Not in this example. At 0.5 ns, $a_*=14.30/5.5=2.60$ and the error factor is $1-14.30/3.60=-2.97$. From 3.03 eV the energies run 2.913, 3.275, 2.313, 6.051, 0.5825, 8.383 eV, and so on. In the last 200 of 2000 steps they still range from 0.415 to 8.216 eV.

Take an ionization process of the same form with a 15 eV threshold. Its frequency averaged over those 200 steps is 97 times the value at the steady 3 eV. The size can be understood from the upper end of the range. There $T=2\times8.216/3=5.48$ eV, and the frequency relative to that at $T=2$ eV is

$$\sqrt{\frac{5.48}{2}}\;e^{15/2-15/5.48}\approx1.9\times10^2 .$$

The lower end contributes almost nothing. Half of this ratio is 97, as expected if the energy is at the upper end every second step. A density equation fed with these energies would receive a grossly false source.

**Q:** Then the loss has to know the new energy. But $L$ contains an exponential, and I want to keep a linear equation for $w'$.

**A:** Expand the loss term in the energy density. Let $n'$ be the new density, already known from the density equation. The loss per volume at the new time is $n'L(w'/n')$. At fixed $n'$, its derivative with respect to $w'$ is

$$n'\,L'(w'/n')\,\frac1{n'}=L'(w'/n').$$

The density cancels. Expand about the point where the new density still has the old mean energy, $w'=n'\varepsilon$:

$$n'L(w'/n')\approx n'L(\varepsilon)+L'(\varepsilon)\,(w'-n'\varepsilon).$$

The expansion point is $n'\varepsilon$, not the old $w=n\varepsilon$. If the old $w$ replaced $n'\varepsilon$ in the last bracket, with $L$ and $L'$ still taken at $\varepsilon$, a change of density alone would be mistaken for a change of mean energy. Insert the expansion in the balance:

$$w'=w+\Delta t\,\{n'[H-L(\varepsilon)]-L'(\varepsilon)(w'-n'\varepsilon)\}.$$

Bring the terms with $w'$ to the left and divide:

$$w'=\frac{w+\Delta t\,n'\,[H-L(\varepsilon)+\varepsilon L'(\varepsilon)]}{1+\Delta t\,L'(\varepsilon)} .$$

The equation is linear in $w'$, and it needs just one extra quantity, the slope $L'$.

**Q:** And what does this do to the error?

**A:** Set $n'=n$, divide by $n$ and subtract $\varepsilon$. The terms $\varepsilon+\Delta t\,\varepsilon L'$ in the numerator equal $\varepsilon$ times the denominator and cancel, leaving

$$\varepsilon'-\varepsilon=\frac{\Delta t\,[H-L(\varepsilon)]}{1+\Delta t\,L'(\varepsilon)} .$$

The right side vanishes when $L(\varepsilon)=H$, so at constant density the scheme has the true steady energy whatever the step. Near it, $H-L\approx-\nu\delta$. The variation of the denominator multiplies this small quantity and enters at second order. To first order,

$$\delta'=\delta-\frac{\nu\Delta t}{1+\nu\Delta t}\,\delta=\frac{\delta}{1+\nu\Delta t}.$$

For $\nu>0$ the factor lies between 0 and 1 for every positive step: small errors decay without changing sign. The slope tells the update how much the excess loss weakens as the energy returns, which is the information that the old-energy update lacks.

At your 0.5 ns the factor is $1/15.30=0.065$. From 3.03 eV the next energy is 3.002 eV, then 3.000 eV. The step, the heating and the start are the same as in the run that ended at $-199$ eV.

**Q:** My heating is not quite independent of energy. Does the result survive?

**A:** Let $h=dH/d\varepsilon$ at the steady state. The plasma relaxes at the rate $\nu-h$, so it is stable if $h<\nu$. If you linearize the loss alone and take the heating at the old energy, then $H-L\approx(h-\nu)\delta$ and

$$\delta'=\left[1+\frac{(h-\nu)\Delta t}{1+\nu\Delta t}\right]\delta=\frac{1+h\Delta t}{1+\nu\Delta t}\,\delta .$$

For $|h|<\nu$ this is stable at every step. If the heating falls with energy faster than the loss rises, $h<-\nu$, a limit returns: $\Delta t<2/(|h|-\nu)$. The heating must then be linearized as well.

With both linearized, the factor is $1/[1+(\nu-h)\Delta t]$. If $h>\nu$, the plasma has a real energy runaway. A step longer than $2/(h-\nu)$ makes this factor smaller than 1 in magnitude and hides the runaway. A calm solution at a huge step is thus no proof of a stable plasma.

**Q:** All this is for small errors. What if I start far from 3 eV?

**A:** A stronger statement holds where $L$ is convex, meaning that its tangents lie below the curve. The energy dependence is $L\propto\sqrt T\,e^{-U/T}$. With $u=U/T$, differentiating twice gives

$$\frac{T^2}{L}\frac{d^2L}{dT^2}=\left(\frac12+u\right)^2-\frac12-2u=u^2-u-\frac14 .$$

This is positive for $u>(1+\sqrt2)/2=1.207$. Here that means $T<8.28$ eV, or $\varepsilon$ below a ceiling $\varepsilon_c=12.43$ eV.

Below the ceiling, the tangent at $\varepsilon$ evaluated at $\varepsilon_*$ gives $H=L(\varepsilon_*)\ge L(\varepsilon)+L'(\varepsilon)(\varepsilon_*-\varepsilon)$. Use this bound for $H-L(\varepsilon)$ in the update:

$$\varepsilon'-\varepsilon_*\ge(\varepsilon-\varepsilon_*)\left[1-\frac{\Delta tL'}{1+\Delta tL'}\right]=\frac{\varepsilon-\varepsilon_*}{1+\Delta tL'} .$$

If $\varepsilon>\varepsilon_*$, the new energy stays above $\varepsilon_*$. It is also lower than before, because $L>H$. The sequence descends to a limit, which must satisfy $L=H$ and is therefore $\varepsilon_*$. If $\varepsilon<\varepsilon_*$, the energy rises. It either approaches from below or crosses once and then descends.

The crossing must not land above the ceiling. From below, one step adds less than $\Delta tH$, so a sufficient condition is

$$\Delta t\le\frac{\varepsilon_c-\varepsilon_*}{H}=\frac{12.43-3}{15.60}=0.604\ \text{ns}.$$

Your 0.5 ns satisfies it. For longer steps, use $\Delta t/(1+\Delta tL')<1/L'$, which gives $\varepsilon'<\varepsilon+(H-L)/L'$. The derivative of this bound is $-(H-L)L''/L'^2$, negative below $\varepsilon_*$, so a warmer start lowers it. It equals the ceiling at 1.704 eV. Starts from there up to the ceiling converge for any step.

**Q:** And a cold start with a very long step?

**A:** It can fail. From 1 eV with 10 ns steps the linearized scheme gives 147.7 eV and then $-97.2$ eV. At 1 eV hardly any electron reaches the threshold, so both the loss and its slope are tiny. The step adds most of the available $10\times15.6=156$ eV.

At 147.7 eV, $T=98.5$ eV and $p=0.5+10/98.5=0.60$. For a long step with $L\gg H$ the update removes nearly $L/L'=\varepsilon/p=246$ eV, more than the electron has. The loss curve is concave there, and its tangent reaches zero only at a negative energy. Start with steps below 0.604 ns, or begin warmer. The Maxwellian model has little meaning at 100 eV anyway.

**Q:** Within the safe range, can I trust the transient?

**A:** Stability does not give accuracy. From 2 eV with 0.5 ns steps the energies are 4.354, 3.466, 3.105, 3.012 and 3.001 eV. The accurate solution is already at 3.000 eV after the first step, where the scheme is wrong by 1.35 eV, or 45% of the true value.

For small steps, write $G=H-L$. The scheme gives $\varepsilon'-\varepsilon=\Delta tG(1-\Delta tL'+\dots)$, whereas the Taylor series of the true solution gives $\Delta tG(1-\tfrac12\Delta tL'+\dots)$. The mismatch per step is of order $\Delta t^2$. Over a fixed time the number of steps grows as $1/\Delta t$, so the total error is of first order. For a 0.05 ns relaxation from 2.5 eV, going from 200 to 400 steps divides the final error by 1.996.

Long steps are suitable when the energy follows slowly changing conditions. To resolve the relaxation itself, you need steps well below 0.035 ns.

**Q:** My density is not constant either. Ionization is the point of the discharge.

**A:** With ionization frequency $\nu_i$ and threshold $U_i$, the density obeys $dn/dt=\nu_in$. Then $dw/dt=n\,d\varepsilon/dt+\varepsilon\nu_in$, and the energy balance becomes

$$\frac{d\varepsilon}{dt}=H-L(\varepsilon)-\nu_i(\varepsilon)\,(U_i+\varepsilon).$$

The last term is the ionization cost plus the sharing of energy with new electrons. With $U_i=15$ eV, a cross section of the same form with the same $\sigma_0$, and the same $H$, the steady energy falls from 3.00 to 2.93 eV. Two divided by the new relaxation rate is 0.063 ns instead of 0.070 ns, 10% less.

I also ran the update for $w'$ with $n'\ne n$ for 60 steps of 0.5 ns, including the ionization cost in the linearized loss. The density grew by a factor of 22.5 and the energy settled at 2.93 eV. The old-energy version, under the same conditions, reached negative energy. The density growth in this run used the old $\nu_i$. The energy stayed stable here, but I have not shown that it does so for any step. The growth factor itself comes out somewhat too small, because each step multiplies the density by $1+\nu_i\Delta t$ instead of $e^{\nu_i\Delta t}$.

**Q:** How close is this to my real jet?

**A:** A pressure of 760 Torr, mean energies of a few eV and electron densities around $10^{12}$ cm⁻³ are roughly the regime of a diffuse atmospheric-pressure plasma jet fed with an atomic gas. The gas here is a model with round parameters. Its 300 K is at the cool end, and its density grows because there are no electron losses, whereas a sustained discharge balances them over time. Real electrons at such densities need not be Maxwellian. With a Druyvesteyn distribution, whose high-energy tail is weaker, and the same heating, the steady energy rises to 4.23 eV, 41% higher, while the old-energy limit moves by just 4%, to 0.067 ns. That comparison keeps the heating fixed. If the mean energy is kept at 3 eV instead, the Druyvesteyn tail needs a heating of only 0.37 eV/ns, and the old-energy limit lengthens to about 1.1 ns, so a 0.5 ns step would be stable. The 0.07 ns limit at 3 eV thus rests on the Maxwellian tail; for your own gas, compute $\nu$ from the loss rates your code actually uses. For atoms of mass 40 u and a momentum-transfer rate coefficient of $10^{-7}$ cm³/s, elastic collisions add 1.3% to the loss of the Maxwellian model at 3 eV, but about 54% with the Druyvesteyn distribution at 3 eV. This share is inversely proportional to the atomic mass, so at the same coefficient it would be ten times larger for atoms of 4 u. With the same coefficient, energy diffusion across a 1 mm gap is slower than $\nu$ by a factor of about $10^4$, though this says nothing about sheaths, where gradients are much steeper. At $10^{12}$ cm⁻³ the heating amounts to 2.5 kW/cm³. If all of it ends up as heat in the gas and none is radiated, the gas warms by 0.005 K per ns at constant volume, which applies within a time step because the gas has no time to expand, and by 0.003 K per ns at constant pressure. That is negligible in a step, but at constant pressure it could add up to about 30 K in 10 µs if nothing cools the gas. The model's heating at this density therefore suits a short pulse, not continuous operation near 300 K. Molecular admixtures add losses with low thresholds, which change both $H$ and $p$. I have not sized that effect.

**Q:** Would I meet the same limit in a low-pressure etcher?

**A:** At the same mean energy and gas temperature, $L$ and $\nu$ are proportional to pressure in this model. At 1 Torr the old-energy limit would be $760\times0.0699=53$ ns, with the heating reduced in proportion. Whether it restricts you depends on what else sets your step. The same holds for the 0.07 ns at atmospheric pressure. Where the energy loss sets the shortest limit, the linearized loss is worth its one extra derivative. The numerical output below lists the error factors of all three schemes for the 0.5 ns step.

## Calculated quantities

```
pressure 760 Torr, gas 300 K
gas density 2.446e+19 cm^-3
excitation threshold 10.0 eV
cross-section scale 1.0e-16 cm^2
steady mean energy 3.00 eV, T 2.00 eV
excitation frequency 1.5600 1/ns
heating = loss per electron 15.600 eV/ns
steepness p 5.500
relaxation rate nu 28.601 1/ns, time 0.0350 ns
measured limit, old energy 0.0699 ns
formula 2/nu 0.0699 ns
measured limit, old frequency 0.1099 ns
formula, old frequency 0.1099 ns
large step 0.50 ns, nu*dt 14.30
large step / old-energy limit 7.15
error factor at large step, old_energy: -13.3004
error factor at large step, old_frequency: -2.9722
error factor at large step, linearized: 0.0654
old energy run (eV): 3.03 2.593 7.083 -199.1
old frequency run, first 8 (eV): 3.03 2.913 3.275 2.313 6.051 0.5825 8.383 0.409
old frequency late range 0.415 to 8.216 eV
late mean ionization / steady value 96.7
linearized run, first 5 (eV): 3.03 3.002 3 3 3
linearized from 2 eV, first 8 (eV): 2 4.354 3.466 3.105 3.012 3.001 3 3
true energy one large step after 2 eV 3.0000 eV
error ratio on halving the step 1.996
convexity ceiling 12.43 eV
lowest start safe at any step 1.704 eV
step safe for any start below steady 0.604 ns
cold start, 10 ns steps, linearized (eV): 1 147.7 -97.16
ionization threshold 15.0 eV
ionization frequency 0.1281 1/ns
with ionization: steady energy 2.931 eV
with ionization: old-energy limit 0.0631 ns
growing density, linearized: final energy 2.931 eV
growing density: growth in 60 steps, factor 22.51
Druyvesteyn: steady energy 4.235 eV
Druyvesteyn: old-energy limit 0.0671 ns
momentum-transfer rate coefficient 1.0e-07 cm^3/s
mobility 719 cm2/Vs
field 4.66 kV/cm, reduced 19.0 Td
elastic loss / excitation loss 1.27 %
gap 1.0 mm, energy diffusion rate 2.37e-03 1/ns
energy diffusion rate / nu 8.3e-05
electron density 1.0e+12 cm^-3
gas heating 2.96e-03 K/ns
```
